Splitting a band gap's temperature slope into constant-volume and expansion parts

1. The situation

A semiconductor layer in a working chip warms up, and its band gap usually shrinks. Two things happen at once. The atoms vibrate more strongly, which shifts the band edges even if the crystal keeps its size. The crystal also expands, and the gap depends on the spacing of the atoms. A measurement in a furnace at ambient pressure records both effects. A calculation of electron-phonon coupling in a fixed cell gives the first one. To compare or combine such data one needs the difference between the two temperature slopes, expressed in quantities that can be measured separately.

For a cubic crystal under hydrostatic pressure P the relation is

(∂E/∂T)_P = (∂E/∂T)_V − α B (∂E/∂P)_T. (1)

Here E is the band gap, T the temperature and V the volume of the primitive cell. The volumetric expansion coefficient is α = (1/V)(∂V/∂T)_P, three times the linear one in a cubic crystal. B = −V(∂P/∂V)_T is the isothermal bulk modulus. A subscript names the variable held fixed.

2. Derivation

Assume that the crystal is in equilibrium in a single phase, so that T and V determine both the pressure and the gap. Assume also that the same pair of band edges bounds the gap near the state considered, so that E(V,T) is differentiable. Finally, let B be positive and finite. Then P falls strictly as V grows at fixed T, and P(V,T) can be inverted locally to give V(P,T).

The gap along an isobar is E(V(P,T),T). Temperature enters twice, directly and through the volume, so the chain rule gives

(∂E/∂T)_P = (∂E/∂T)_V + (∂E/∂V)_T (∂V/∂T)_P.

By the definition of α, the last factor is αV:

(∂E/∂T)_P = (∂E/∂T)_V + α V (∂E/∂V)_T. (2)

The volume derivative is usually known through a pressure experiment. Along an isotherm,

(∂E/∂P)_T = (∂E/∂V)_T (∂V/∂P)_T.

The definition of B gives (∂V/∂P)_T = −V/B, because pressure reduces the volume. Hence

(∂E/∂P)_T = −(V/B)(∂E/∂V)_T,

V (∂E/∂V)_T = −B (∂E/∂P)_T. (3)

Inserting (3) into (2) gives (1). The minus sign comes from the opposite actions of heating and squeezing. If α is positive and pressure opens the gap, expansion closes it. If either quantity changes sign, so does the expansion part.

All derivatives in (1) belong to the same state. "Constant volume" therefore means the volume that the crystal has at the given T and P, not the volume that minimizes the static energy.

3. Thermal pressure, and which modulus to use

The product αB has a direct meaning. Along an isobar dP = 0, so

0 = (∂P/∂T)_V + (∂P/∂V)_T (∂V/∂T)_P = (∂P/∂T)_V − (B/V)(αV),

(∂P/∂T)_V = αB. (4)

A crystal heated in a rigid box builds up pressure at the rate αB. Letting it expand removes this pressure, and the gap changes by −αB(∂E/∂P)_T per kelvin. This is the last term of (1).

Sound waves give an adiabatic modulus B_S = −V(∂P/∂V)_S, with S the entropy per cell. To relate it to B, write

dS = (C_V/T) dT + (∂S/∂V)_T dV,

where C_V is the heat capacity per cell. The free energy F obeys dF = −S dT − P dV. Equality of its mixed second derivatives gives (∂S/∂V)_T = (∂P/∂T)_V = αB. Setting dS = 0,

(∂T/∂V)_S = −αB T/C_V.

The pressure change along the adiabat is

(∂P/∂V)_S = (∂P/∂V)_T + (∂P/∂T)_V (∂T/∂V)_S = −B/V − α²B²T/C_V.

Multiplication by −V yields

B_S = B (1 + α² B V T/C_V). (5)

Thus B_S is at least as large as B. Measuring the gap's pressure coefficient adiabatically as well does not restore (1). The same chain rule gives

B_S (∂E/∂P)_S = −V (∂E/∂V)_S = B (∂E/∂P)_T + (αBVT/C_V)(∂E/∂T)_V. (6)

The extra term arises because rapid compression also changes the temperature.

4. A model with both effects

Equation (1) is thermodynamic and needs no phonon model. A model is useful for seeing the size and temperature dependence of its terms. In atomic units, with k_B kept, take the free energy per cell as

F = Φ(V) + Σ g_j [ω_j/2 + k_B T ln(1 − exp(−ω_j/k_B T))].

The index j labels groups of g_j vibrational modes with energy ω_j. With V₀ the volume of lowest static energy and x = ln(V/V₀), the static energy is

Φ = B₀V₀ [x²/2 − (B′ − 2)x³/6],

where B₀ and B′ are the static modulus and its pressure derivative at V₀. The frequencies follow ω_j ∝ V^(−γ_j), so ∂ω_j/∂V = −γ_j ω_j/V. A positive γ_j means that the mode softens on expansion.

Let u_j = ω_j/k_B T and n_j = 1/(exp(u_j) − 1). Differentiating one mode's free energy with respect to ω_j gives

1/2 + exp(−u_j)/(1 − exp(−u_j)) = n_j + 1/2.

Since P = −(∂F/∂V)_T and dx/dV = 1/V,

P = −(B₀V₀/V)[x − (B′ − 2)x²/2] + Σ g_j γ_j ω_j (n_j + 1/2)/V. (7)

At fixed volume, temperature enters through n_j alone, with ∂n_j/∂T = (u_j/T) n_j(n_j + 1). The heat capacity of one mode is therefore

C_j = ω_j ∂n_j/∂T = k_B u_j² n_j(n_j + 1),

and (4) becomes

αB = Σ g_j γ_j C_j/V. (8)

For the gap, let each group's vibrations shift it in proportion to the squared dimensionless displacement q. An oscillator with Hamiltonian ω(p² + q²)/2 has equal mean kinetic and potential energies. Half its mean energy is thus ω⟨q²⟩/2 = ω(n + 1/2)/2, so ⟨q²⟩ = n + 1/2. The mean gap is

E = E₀ + a x + Σ c_j (n_j + 1/2), (9)

where c_j is the coupling of the whole group, held fixed as V changes. The constant-volume slope follows at once:

(∂E/∂T)_V = Σ c_j C_j/ω_j. (10)

The volume derivative is not simply a, because expansion changes ω_j and hence n_j. From ∂n_j/∂ω_j = −n_j(n_j + 1)/k_B T,

V (∂E/∂V)_T = a + Σ c_j γ_j u_j n_j(n_j + 1). (11)

In this model the pressure coefficient at temperature T contains both terms of (11), and using the static a in its place would omit the second. The form of that term depends on holding c_j fixed. If the coupling to the physical displacement were fixed instead, c_j would scale as 1/ω_j and (11) would gain Σ c_j γ_j (n_j + 1/2), which survives at T = 0. For the inputs below it is about −0.08 eV at 300 K, comparable with the term kept and about 1 % of a. A measured pressure coefficient includes all such terms, so (1) is unaffected.

5. Numbers at 300 K

The following inputs are round values in the rough range of gallium arsenide; they are not a calculation of that material. V₀ = 45.0 Å³, B₀ = 76.0 GPa and B′ = 4.5. Two soft modes have energy 0.010 eV and γ = −0.3; four hard modes have 0.030 eV and γ = 1.2, both energies being taken at V₀. The group couplings are −0.012 and −0.080 eV. The static gap is E₀ = 1.57 eV and a = −8.5 eV.

The volume at zero pressure is found by solving P = 0 in (7) numerically. The derivatives below are central finite differences of these solutions, of (7) and of (9). At 300 K they give V = 45.26 Å³, E = 1.413 eV and

α = 1.517 × 10⁻⁵ K⁻¹,
B = 74.59 GPa,
(∂E/∂P)_T = 0.1148 eV/GPa,
(∂E/∂T)_V = −3.093 × 10⁻⁴ eV/K.

The thermal pressure rate is

αB = 1.517 × 10⁻⁵ × 74.59 = 1.132 × 10⁻³ GPa/K,

so the expansion part is

−1.132 × 10⁻³ × 0.1148 = −1.30 × 10⁻⁴ eV/K.

The slope at constant pressure is then

−3.09 × 10⁻⁴ − 1.30 × 10⁻⁴ = −4.39 × 10⁻⁴ eV/K,

or −0.44 meV/K. Expansion supplies 30 % of it. Inserting the linear expansion coefficient for α would lose two thirds of the expansion part, about 20 % of the total slope.

The modulus and pressure coefficient also give V(∂E/∂V)_T = −74.59 × 0.11483 = −8.57 eV. The difference from a = −8.5 eV is the vibrational term in (11).

The error budget follows from the product form. A 10 % error in one of α, B or the pressure coefficient, with the other two held fixed, changes the expansion part by 1.3 × 10⁻⁵ eV/K. That is 3 % of the total slope.

6. Low and high temperature

The same calculation at zero pressure gives these slopes, in units of 10⁻⁴ eV/K. Each entry is rounded separately, so a row may miss its sum by one in the last digit:

T (K)   constant V   expansion   total
50      −0.78        +0.06       −0.72
100     −1.85        −0.48       −2.32
200     −2.81        −1.10       −3.92
300     −3.09        −1.30       −4.39
400     −3.20        −1.38       −4.59

At 50 K the expansion part is positive. The reason is in (8), which for these modes reads

αBV = −0.6 C_soft + 4.8 C_hard.

It is negative when C_hard is less than one eighth of C_soft. For ω much larger than k_B T, a mode's heat capacity falls as k_B u² exp(−u), so the hard modes freeze out first. The soft modes, whose energy rises on expansion, then make α negative: −6.7 × 10⁻⁷ K⁻¹ at 50 K. The crystal contracts on heating and the contraction opens the gap. The total slope is still negative because the constant-volume part is larger.

As T approaches zero, both parts vanish exponentially in this model, since it has no mode of very low energy. A real crystal has acoustic phonons down to zero energy, so the exponential law should not be used there.

For k_B T much larger than ω, the expansion n + 1/2 ≈ 1/u + u/12 gives

n(n + 1) = (n + 1/2)² − 1/4 ≈ 1/u² − 1/12,

C_j ≈ k_B (1 − u_j²/12).

At fixed frequencies, the constant-volume slope (10) therefore levels off at k_B Σ c_j/ω_j. The expansion part need not level off: in (11), u_j n_j(n_j + 1) tends to k_B T/ω_j and grows with T, while B and V also change along the isobar. In the model the total slope goes from −4.39 × 10⁻⁴ eV/K at 300 K to −4.86 × 10⁻⁴ eV/K at 900 K. Most of this change arises because the heat capacities are still rising toward k_B at 300 K; the growth of (11) and the softening of B add a smaller, continuing drift. A slope fitted near room temperature should therefore not be carried unchanged to much higher temperatures.

7. A finite temperature step

For heating from T₁ to T₂ at fixed pressure, (1) must be integrated along the isobar:

ΔE = ∫ from T₁ to T₂ of [(∂E/∂T)_V − αB(∂E/∂P)_T] dT. (12)

An equivalent split needs only the end states. With V₁ and V₂ the equilibrium volumes, add and subtract E(V₁,T₂):

ΔE = [E(V₁,T₂) − E(V₁,T₁)] + [E(V₂,T₂) − E(V₁,T₂)]. (13)

The first bracket heats the crystal at its initial volume; the second lets it expand at the final temperature. Reversing the order generally changes the two parts, because the gap's volume derivative depends on temperature. Their sum is unchanged, since E depends on the state alone. A quoted split should therefore name its order.

From 300 to 400 K the cell grows from 45.26 to 45.33 Å³. The two brackets in (13) give

ΔE = −0.0315 − 0.0135 = −0.0450 eV,

and the gap falls from 1.413 to 1.368 eV. Multiplying the 300 K slope by 100 K gives −0.0439 eV instead. It understates the shrinkage by 0.0011 eV, or 2.4 % of the change, because the slope steepens during heating.

8. A film clamped to its substrate

Many device layers are not free to expand. A thin film on a thick substrate follows the substrate in the plane and is free along its normal. Its stress is biaxial, so (1) describes a free crystal and needs a correction.

Take a (001) film of the model crystal, stress-free at 300 K, on a silicon-like substrate with a constant linear expansion of 2.6 × 10⁻⁶ K⁻¹, roughly silicon's value at 300 K. Silicon's mean over 300 to 400 K is nearer 2.9 × 10⁻⁶ K⁻¹, which would make the strains and gap corrections below about a tenth smaller. Measure strain from the free crystal at 400 K. The in-plane strain e is the substrate's expansion minus the film's own:

e = 2.6 × 10⁻⁶ × 100 − (1/3) ln(V₂/V₁) = −2.63 × 10⁻⁴.

The film is compressed because it would expand more than the substrate. Let f be the strain along the normal, and C₁₁ and C₁₂ the elastic constants. Zero normal stress requires

C₁₁ f + 2C₁₂ e = 0, so f = −2(C₁₂/C₁₁)e.

With a rough ratio C₁₂/C₁₁ = 0.45, f = +2.37 × 10⁻⁴. The relative volume change is 2e + f = −2.89 × 10⁻⁴. The volume derivative at 400 K is about −8.6 eV, so the hydrostatic part of the strain opens the gap by

8.6 × 2.89 × 10⁻⁴ ≈ 2.5 × 10⁻³ eV.

The remaining strain splits the top of the valence band. For the fourfold J = 3/2 edge, with the split-off band neglected, the strain Hamiltonian is

H = −b Σ ε_i (J_i² − 5/4), i = x, y, z,

where b is the shear deformation potential. Set ε_x = ε_y = e and ε_z = f, and use J_x² + J_y² = 15/4 − J_z²:

H = −b [e(5/4 − J_z²) + f(J_z² − 5/4)] = −b(f − e)(J_z² − 5/4).

The electron energies are −b(f − e) for J_z² = 9/4 and +b(f − e) for J_z² = 1/4. With negative b, in-plane compression raises the first pair and lowers the second. With a rough b = −1.8 eV, the splitting is

2|b(f − e)| = 2 × 1.8 × 5.0 × 10⁻⁴ = 1.8 × 10⁻³ eV.

The upper edge rises by half of this and narrows the gap by 0.9 × 10⁻³ eV. The net correction is 2.5 × 10⁻³ − 0.9 × 10⁻³ = +1.6 × 10⁻³ eV. It is 3.5 % of the free crystal's gap change in magnitude, and 12 % of the expansion part.

The stress-free starting point matters. Suppose instead that the film was bonded or grown without stress well above 400 K and stayed elastic on cooling. It is then under tension throughout the 300 to 400 K step. Heating reduces the tension and the valence splitting, so the upper valence edge moves down by 0.9 × 10⁻³ eV. Both contributions now open the gap, and the correction to its change is +3.4 × 10⁻³ eV.

9. Other neglected effects

The table in section 6 comes from a model that is harmonic at each volume and has only two sharp frequencies. To size the effect of the frequency spread, divide each group's coupling equally between modes at 0.8 and 1.2 times its frequency. At 300 K and fixed volume this changes the slope by −1.4 × 10⁻⁵ eV/K, about 3 % of the total slope.

To size anharmonicity, add 0.003 ω q⁴ to the Hamiltonian of each hard mode and diagonalize it on a grid in q. The lowest excitation energy rises by 0.88 %. The slope changes by +1.3 × 10⁻⁵ eV/K, again about 3 %. The volume and the expansion part were held fixed in both estimates. The sign of the second belongs to the chosen stiffening term; cubic terms are not included.

Equation (5) gives B_S = 74.82 GPa, 0.30 % above B. Using B_S with the isothermal pressure coefficient changes the slope by about −4 × 10⁻⁷ eV/K, less than 0.1 % of it. If the pressure coefficient is adiabatic too, (6) applies. Its factor αBVT/C_V is the relative excess in (5) divided by α, or 0.00304/(1.517 × 10⁻⁵) ≈ 200 K. The extra term is −0.06 eV beside 8.57 eV, an error of 0.7 % in the expansion part. One atmosphere shifts the gap by 1.2 × 10⁻⁵ eV and can be ignored here.

10. Relation to real devices, and limits of use

Gallium arsenide near room temperature has a gap of roughly 1.4 eV and a slope of roughly −0.45 meV/K. The model lies close to both because its parameters were chosen in that range; this is not a prediction. Its α is somewhat low beside a rough real value of 1.7 × 10⁻⁵ K⁻¹. Using that value with B and the pressure coefficient fixed would strengthen the expansion part by 12 %, or 1.6 × 10⁻⁵ eV/K. The slope in (1) assumes free expansion. A layer clamped to a substrate with a different expansion needs the kind of correction estimated in section 8. Doping, quantum confinement and electric fields are outside the model.

Equation (1) can fail at a phase transition, where the required derivatives may not exist. It also fails at a crossing of band edges, where the smallest gap has a kink. Away from a transition, each differentiable edge separation can be followed through the crossing with (1), and the smallest is selected afterwards.

In a crystal of lower symmetry, V does not fix the cell shape. Equation (1) still holds if the shape relaxes under hydrostatic stress at each V and T, because the gap is then again a function of V and T. A fixed-cell calculation that freezes the shape generally gives a different constant-volume slope, and the shape's contribution must then be added before (1) is used.
